# Fourier relaxation of twisted bilayers: zero net translation and domain-wall convergence

## Definitions and conventions

Two identical triangular-lattice layers have lattice constant $a$, lattice vectors $\mathbf a_1,\mathbf a_2$ and three shortest reciprocal vectors with $\mathbf G_1+\mathbf G_2+\mathbf G_3=0$ and $|\mathbf G_j|=G=4\pi/(\sqrt3a)$. Layer 2 is rotated by $+\theta/2$ and layer 1 by $-\theta/2$. Their in-plane displacements are $\mathbf u_2$ and $\mathbf u_1$, and $\mathbf u=\mathbf u_2-\mathbf u_1$. Brackets $\langle\cdot\rangle$ denote the average over a moire cell, and energies $e$ are per area.

The local stacking $\mathbf b$ is the shift of lattice 2 relative to lattice 1. With $R$ a rotation, the lattice phases at $\mathbf r$ are $\mathbf G\cdot R(\theta/2)(\mathbf r-\mathbf u_1)$ for layer 1 and $\mathbf G\cdot R(-\theta/2)(\mathbf r-\mathbf u_2)$ for layer 2. A lattice shifted by $\mathbf b$ has its phase lowered by $\mathbf G\cdot\mathbf b$, so $\mathbf G\cdot\mathbf b$ is the first phase minus the second. Neglecting terms of order $\theta u$,

$$\mathbf b=A\mathbf r+\mathbf u,\qquad A=\vartheta J,\quad \vartheta=2\sin\frac{\theta}{2},\quad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The moire reciprocal vectors are $\mathbf g_j=A^T\mathbf G_j$, with length $g=\vartheta G$, and the period is $L=a/\vartheta$. The stacking energy keeps one shell of harmonics,

$$V(\mathbf b)=2V_0\sum_{j=1}^3\cos(\mathbf G_j\cdot\mathbf b).$$

It equals $6V_0$ at AA, $-3V_0$ at AB and BA, and $-2V_0$ at the saddle between them.

One layer has elastic energy density $\frac\lambda2(\mathrm{tr}\,\varepsilon)^2+\mu\,\varepsilon_{ij}\varepsilon_{ij}$. For a wave $\mathbf u_{\mathbf q}$, $|\mathrm{tr}\,\varepsilon|^2=|\mathbf q\cdot\mathbf u_{\mathbf q}|^2$ and $|\varepsilon|^2=\frac12(q^2|\mathbf u_{\mathbf q}|^2+|\mathbf q\cdot\mathbf u_{\mathbf q}|^2)$. The layer energy is therefore $Q(\mathbf u)=\langle\mathbf u\cdot D\mathbf u\rangle$ with

$$D_{\mathbf q}=\tfrac12\left[(\lambda+\mu)\mathbf q\mathbf q^T+\mu q^2\mathbb 1\right].$$

Write $\mathbf u_{1,2}=\bar{\mathbf u}\mp\mathbf u/2$. The cross terms cancel in $Q(\mathbf u_1)+Q(\mathbf u_2)=2Q(\bar{\mathbf u})+\frac12Q(\mathbf u)$. Stacking does not depend on $\bar{\mathbf u}$, so its strain vanishes at the minimum. What remains of $\bar{\mathbf u}$ is a rigid shift of the whole bilayer, set to zero. The problem is to minimize

$$e[\mathbf u]=\left\langle\tfrac12\mathbf u\cdot D\mathbf u+V(A\mathbf r+\mathbf u)\right\rangle .$$

The model assumes isotropic linear elasticity, pure twist, relaxed interlayer spacing inside $V$, no bending energy and zero temperature.

The example is twisted bilayer graphene at $\theta=0.30^\circ$, with rough typical parameters $a=0.246$ nm, $\lambda=330$, $\mu=960$ and $V_0=0.16$ eV/nm². Then $\vartheta=0.005236$ and $L=0.246/0.005236=46.98$ nm.

## The naive iteration and where it breaks

Stationarity reads $D_{\mathbf q}\mathbf u_{\mathbf q}=-[\nabla V(\mathbf b)]_{\mathbf q}$, which suggests iterating

$$\mathbf u_{\mathbf q}\leftarrow-D_{\mathbf q}^{-1}[\nabla V(A\mathbf r+\mathbf u)]_{\mathbf q}.$$

At $\mathbf q=0$ this fails at once, because $D_0=0$. For $\mathbf q\neq0$, an error $\delta\mathbf u$ becomes $-D^{-1}V''\delta\mathbf u$. The smallest eigenvalue of $D$ is $\mu g^2/2$. Since $\sum_j\mathbf G_j\mathbf G_j^T=\frac32G^2\mathbb 1$, the norm of $V''$ is at most $3V_0G^2$. The error factor is thus bounded by

$$\frac{3V_0G^2}{\mu g^2/2}=6\eta,\qquad \eta=\frac{V_0}{\mu\vartheta^2},$$

and convergence is guaranteed for $6\eta<1$. In the example $\eta=6.08$ and the guarantee is gone. Inside an AB domain all three cosines are $-\frac12$, so $V''=\frac32V_0G^2$, and a long-wave error is multiplied by roughly $-3\eta\approx-18$. This estimate ignores the walls, but it indicates divergence.

For small $\eta$ the first iterate is useful as a limit. From $\nabla V=-2V_0\sum_j\mathbf G_j\sin(\mathbf g_j\cdot\mathbf r)$ and $\mathbf g_j\perp\mathbf G_j$, the response is transverse:

$$\mathbf u=C\sum_j\mathbf G_j\sin(\mathbf g_j\cdot\mathbf r),\qquad C=\frac{4V_0}{\mu g^2}.$$

Because $D\mathbf u=-\nabla V$, the leading energy is half the work term:

$$\tfrac12\langle\mathbf u\cdot\nabla V\rangle=-\tfrac12\cdot3\cdot C\cdot2V_0G^2\cdot\tfrac12=-6V_0\eta .$$

The next term is $\frac12\langle\mathbf u\cdot V''\mathbf u\rangle$ at the same $\mathbf u$, since the leading functional is stationary there. With $\varphi_j=\mathbf g_j\cdot\mathbf r$, it contains $\langle\cos\varphi_k\sin\varphi_i\sin\varphi_j\rangle$, which survives when $i,j,k$ all differ. Using $\varphi_k=-(\varphi_i+\varphi_j)$, this average is $-\langle\sin^2\varphi_i\sin^2\varphi_j\rangle=-\frac14$. There are six ordered triples, each with $(\mathbf G_i\cdot\mathbf G_k)(\mathbf G_j\cdot\mathbf G_k)=G^4/4$. The term is $-V_0C^2\cdot6\cdot\frac{G^4}4\cdot(-\frac14)=\frac38V_0C^2G^4=6V_0\eta^2$, so

$$e=-6V_0\eta\,[1-\eta+O(\eta^2)].$$

A full minimization at $20^\circ$, where $\eta=1.382\times10^{-3}$, gave a relative correction of $1.007\,\eta$. This angle tests the algebra of the continuum model, not the physics of a small-angle moire.

## Translation: a constraint that costs nothing

Deleting $\mathbf u_0$ cures the division by zero, but it must not change the answer. For any constant $\mathbf c$ define

$$\mathbf u_{\mathbf c}(\mathbf r)=\mathbf u(\mathbf r+A^{-1}\mathbf c)+\mathbf c .$$

Its stacking is $A\mathbf r+\mathbf c+\mathbf u(\mathbf r+A^{-1}\mathbf c)=\mathbf b(\mathbf r+A^{-1}\mathbf c)$, the old pattern moved sideways. Strain and stacking energies are unchanged and the mean has shifted by $\mathbf c$. Each family of equivalent solutions therefore has one member with zero mean.

The constraint also leaves no hidden force. A minimum at fixed mean has $\delta e/\delta\mathbf u=\mathbf p$, a constant multiplier. The energy does not change along the family, whose tangent is $\mathbf c+(A^{-1}\mathbf c\cdot\nabla)\mathbf u$. Derivatives of a periodic field average to zero, so

$$0=\left\langle\mathbf p\cdot[\mathbf c+(A^{-1}\mathbf c\cdot\nabla)\mathbf u]\right\rangle=\mathbf p\cdot\mathbf c$$

for every $\mathbf c$, and $\mathbf p=0$.

Differentiating the stationarity condition along $r_j$ gives $(D+V'')\,\partial_j\mathbf b=0$. These are two zero modes of the Hessian $H=D+V''$. Their means are the columns of $A$, which are independent, so no combination of them has zero mean. If the minimum has no further zero modes, $H$ is positive on zero-mean fields and Newton's method is well posed.

On a grid the translation freedom is only approximate. Aliasing adds a spurious energy $W(\mathbf s)$ that depends on the pattern's position $\mathbf s$. Moving the pattern by $ds_j$ changes the field by $\partial_j\mathbf b\,ds_j$, so the false eigenvalue is about $W''/\langle|\partial_j\mathbf b|^2\rangle$. The denominator is at least $\vartheta^2$, so the amplification of $W''$ is at most $1/\vartheta^2$, about 6700 at $0.70^\circ$.

At that angle the two translation modes came out near $-0.065$ eV/nm⁴ for a $21\times21$ grid and $-6\times10^{-5}$ eV/nm⁴ for $33\times33$. The negative sign means that the grid slightly disfavours this position of the pattern; it is not a physical instability. The next mode, at 46.03 eV/nm⁴, hardly moved. The lowest zero-mean mode has the same value to the printed digits, as expected if that next mode carries no mean.

## A solver for the strongly relaxed regime

The remaining fault is the iteration itself. The elastic term is diagonal in $\mathbf q$ and the stacking term is local in $\mathbf r$, so each is evaluated in its own space, with fast Fourier transforms between them. Take $N\times N$ points $\mathbf r=(i\mathbf L_1+j\mathbf L_2)/N$, with $\mathbf L_j=A^{-1}\mathbf a_j$. An odd $N$ avoids the unpaired Nyquist wave. Start from $\mathbf u=0$ and repeat:

1. Compute $\mathbf F=D\mathbf u+\nabla V(\mathbf b)$. Record its mean as the net force, then subtract it. Stop when the root-mean-square remainder is below $10^{-9}$ eV/nm³.
2. Solve $H\mathbf p=-\mathbf F$ on zero-mean fields by conjugate gradients, to a relative residual that tightens as $\mathbf F$ falls. Precondition with $(D_{\mathbf q}+\frac32V_0G^2)^{-1}$, whose shift is the domain curvature found above, and set its $\mathbf q=0$ entry to zero.
3. If a search direction has negative curvature, leave the inner loop with the step built so far, or with the first preconditioned direction if there is none. Near AA the stacking energy has a maximum, so such directions can occur at the start.
4. If any component of $\mathbf p$ exceeds $0.2a$, scale the whole step down until none does. This makes jumps to another stacking valley less likely. Halve the step until the energy falls by at least $10^{-4}$ of the linear prediction, up to a rounding allowance.

In the example this took 8 or 9 Newton steps on each grid from $N=21$ to $N=81$.

## What the grid has to resolve: the wall

The period of 47 nm is not the length that sets the grid. At large $\eta$, AB and BA domains are separated by narrow walls. Crossing a wall along $x$ changes $A\mathbf r=\vartheta J\mathbf r$ along $y$, so in pure twist the stacking jump is parallel to the wall, a shear. Since $A$ is antisymmetric, $\mathbf u$ and $\mathbf b$ have the same strain, $\varepsilon_{xy}=b'/2$. One layer carrying all of it would cost $2\mu(b'/2)^2=\mu b'^2/2$; two layers carrying half each cost $\mu b'^2/4$ together.

Let $s$ be the distance from AA on the straight stacking line AA–AB–saddle–BA. The three phases are $(\phi,\phi,-2\phi)$ with $\phi=2\pi s/(\sqrt3a)$, and

$$V+3V_0=V_0(4\cos\phi+2\cos2\phi+3)=V_0(1+2\cos\phi)^2 .$$

An isolated wall minimizes $\int[\mu b'^2/4+V+3V_0]\,dx$. Its first integral, with zero constant because both terms vanish in the domains, is $\mu b'^2/4=V+3V_0$. Hence $b'=2\sqrt{V_0/\mu}\,|1+2\cos\phi|$. With $\psi=\phi-\pi$,

$$\psi'=\kappa(2\cos\psi-1),\qquad\kappa=\frac{2\pi}{\sqrt3a}\,2\sqrt{\frac{V_0}{\mu}} .$$

Substituting $t=\tan(\psi/2)$ gives $2\,dt/(1-3t^2)=\kappa\,dx$, so $t=\tanh(\alpha x/2)/\sqrt3$ with $\alpha=\sqrt3\kappa$. Inserting this in $2\cos\psi-1=(1-3t^2)/(1+t^2)$ yields

$$b'(x)=2\sqrt{\frac{V_0}{\mu}}\;\frac{3}{1+2\cosh\alpha x}.$$

The slope is halved where $\cosh\alpha x=5/2$, so the full width at half maximum is $w=2\,\mathrm{arcosh}(5/2)/\alpha$.

For the energy, the density is $2(V+3V_0)$ and $dx=ds/b'$, so the integrand is $\sqrt{\mu(V+3V_0)}\,ds$:

$$\gamma=\sqrt{\mu V_0}\,\frac{\sqrt3a}{2\pi}\int_{2\pi/3}^{4\pi/3}|1+2\cos\phi|\,d\phi=a\sqrt{\mu V_0}\left(\frac3\pi-\frac1{\sqrt3}\right),$$

because the integral is $2\sqrt3-2\pi/3$. The numbers are $\kappa=0.3807$ nm⁻¹, $w=4.75$ nm and $\gamma=0.246\times12.39\times0.3776=1.151$ eV/nm.

The Fourier tail follows from the poles of $b'$, where $\cosh\alpha x=-\frac12$. The nearest lies at $x=iy^*$ with $y^*=2\pi/(3\alpha)=3.18$ nm. Closing the contour over one period $2\pi i/\alpha$ encloses the poles at $\alpha x=2\pi i/3$ and $4\pi i/3$, whose residues have opposite signs. With $z=\pi q/\alpha$, the spectrum $S(q)$ of $b'$ obeys

$$\frac{S(q)}{S(0)}=3\,\frac{e^{-2z/3}-e^{-4z/3}}{1-e^{-2z}}=\frac{3\sinh(z/3)}{\sinh z},$$

which decays as $3e^{-qy^*}$. The largest wave along a wall normal is $q_{\max}=\frac{N-1}2g$. The quantity to control is $q_{\max}y^*$, so at fixed material parameters $N$ must grow as $1/\theta$.

## Judging convergence

The relaxation was repeated at fixed twist with a generic constant added to the stacking, so that AA does not sit on a grid point. Energy errors are relative to the excess over uniform AB on the $N=81$ grid.

The energy alone misleads. Its error was $5.7\times10^{-7}$ at $N=33$ and rose to $1.2\times10^{-6}$ at $N=45$. Meanwhile the net force fell from $5.5\times10^{-3}$ to $1.9\times10^{-4}$ eV/nm³, and the wall width moved from 4.743 to 4.750 nm. The $N=33$ energy is an accidental cancellation, since the aliasing error depends on where the pattern lies on the grid: at other offsets the error at $N=33$ takes either sign, with sizes from about $10^{-5}$ to $1.4\times10^{-4}$ and mostly near $10^{-4}$. At $N=63$ all three measures agree: energy error $2.6\times10^{-9}$, net force $2.3\times10^{-6}$ eV/nm³ and width within 0.0002 nm of the $N=81$ value.

A generic offset matters for the force measure. With AA on a grid point, $V(-\mathbf b)=V(\mathbf b)$ and a displacement odd about that point make $\nabla V$ odd as well, so its grid average vanishes even on a poor grid.

The wall estimate of the tail is optimistic. Between the 10th and 20th waves along a wall normal, the relaxed field decayed with a length of 2.46 nm instead of 3.18 nm, and the length shortens further at higher waves, to about 2.0 nm between the 35th and 40th (measured on $N=135$, since on $N=81$ these waves lie at the aliased grid edge). The AA nodes, where six walls meet, are responsible. Comparing $0.30^\circ$ with $0.20^\circ$ at equal $q$, the part of the spectrum per cell that grows with $L$ follows the isolated wall, while another part stays fixed. At the 20th wave this fixed node part is about 80% of the total at $0.30^\circ$. The stacking rotates there by $3.5^\circ$ (0.061 rad), against a peak wall slope of 0.026. A more cautious rule for this example uses the shorter length $\ell\approx2.0$ nm: the $N=63$ grid has $q_{\max}\ell=(15.20/3.18)\times2.0\approx9.6$.

## Reading the relaxed state

The relaxed energy is $-0.399$ eV/nm², against zero for the rigid twist and $-0.48$ eV/nm² for uniform AB. The area within $V_0/2$ of the AB or BA energy grows from 10% to 78%.

The two-dimensional wall has width 4.751 nm, and its profile deviates from the isolated wall by at most $10^{-4}$ of the peak at the points sampled up to 8 nm from the wall. Each moire cell contains three walls of length $L$. Between $0.30^\circ$ and $0.24^\circ$ the excess energy per cell grew by $3\times1.151$ eV per nm of $L$, which confirms $\gamma$ independently of the width.

At $0.30^\circ$ the excess is 154.8 eV per cell, while $3\gamma L=162.3$ eV. The remainder of $-7.4$ eV is not the energy of an isolated AA region. It corrects for counting three full walls right up to the node centres, so it may be negative.

## Relation to real bilayers

Domain walls in bilayer graphene are roughly 6 to 11 nm wide, with shear walls towards the narrow end, so the model value of 4.75 nm lies somewhat below that range. Within pure twist, the second harmonic shell of the stacking energy is the largest of the neglected effects estimated here. A rough amplitude of $-0.06V_0$ raises the saddle barrier from $V_0$ to $1.48V_0$, narrows the wall to 3.9 nm and raises $\gamma$ to 1.39 eV/nm. The grid must then be refined too, by somewhat more than the change in width suggests, because the spectral tail depends on the poles of the new profile and not on its width. This width falls further below the range quoted for real walls, so the rough $V_0$ used here is probably too large for quantitative wall widths, which scale as $V_0^{-1/2}$. The $3.5^\circ$ rotation at AA is likewise a result of this model, not an observed value.

Real devices also break the assumption of pure twist. A relative strain of 0.3% between the layers is already 0.57 of $\vartheta$ here, enough to distort the moire cell by tens of percent. It also gives walls a tensile part. For a purely tensile wall on the same straight stacking path, $\mu$ is replaced by $\lambda+2\mu$, and both width and energy grow by $\sqrt{2250/960}=1.53$, to about 7.3 nm and 1.8 eV/nm. The translation argument survives as long as the strained $A$ is invertible.

The other estimates are smaller. Treating a wall as a string of tension $\gamma$ pinned at its nodes, and ignoring how $\gamma$ changes with the wall's direction, gives a midpoint variance $k_BTL/(4\gamma)$, or 0.5 nm rms at 300 K. Motion of the nodes themselves is not included. For fixed nodes this is an overestimate, because turning a wall away from pure shear adds tensile strain and so makes it stiffer. Bending from a rough 0.02 nm spacing change costs about 0.001 eV per cell. This counts only the change in spacing. A free-standing bilayer can also corrugate as a whole, coupled to the walls, so the results here apply to a bilayer held flat. The peak engineering shear per layer is 1.3% in a wall and 1.4% about 4 nm from an AA node, and the wall spans 19 lattice constants, which supports linear continuum elasticity at this level.

## Table of computed values

```
lattice constant a = 0.246 nm, twist = 0.30 deg
lambda = 330, mu = 960, V0 = 0.16 eV/nm2
moire period L = 46.98 nm, cell area = 1912 nm2
relaxation parameter eta = 6.08
weak test at 20 deg: eta = 1.382e-03
  energy = -1.32469e-03 eV/nm2, correction/eta = 1.0069
three lowest Hessian modes at 0.70 deg, eV/nm4:
  N = 21: -6.7e-02, -6.3e-02, 46.025
  N = 33: -6.2e-05, -5.8e-05, 46.026
  lowest mode with zero mean, N = 33: 46.026
isolated shear wall, closed form:
  peak slope = 0.02582, kappa = 0.3807 1/nm
  width (FWHM of slope) = 4.752 nm
  energy gamma = 1.1512 eV/nm, y* = 3.176 nm
grid N | qmax y* | wall spectrum at qmax | energy error
  21 | 4.90 | 2.2e-02 | 2.5e-03
  27 | 6.38 | 5.1e-03 | 2.7e-04
  33 | 7.85 | 1.2e-03 | 5.7e-07
  45 | 10.79 | 6.2e-05 | 1.2e-06
  63 | 15.20 | 7.5e-07 | 2.6e-09
  81 | 19.62 | 9.1e-09 | 0.0e+00
  (error relative to the excess energy at N = 81)
grid N | wall width nm | net force eV/nm3 | Newton steps
  21 | 4.6267 | 2.9e-02 | 9
  27 | 4.7948 | 1.3e-02 | 9
  33 | 4.7434 | 5.5e-03 | 9
  45 | 4.7502 | 1.9e-04 | 8
  63 | 4.7514 | 2.3e-06 | 8
  81 | 4.7513 | 8.8e-09 | 8
relative energy change with offset, N = 63: 3.1e-08
relaxed energy = -0.39900 eV/nm2 (rigid: -0.00000)
excess over uniform AB = 154.84 eV per moire cell
  walls 3 gamma L = 162.25 eV
  remainder (node) = -7.41 eV
growth of excess with L / 3 = 1.1512 eV/nm (0.30 to 0.24 deg)
largest profile deviation / peak = 9.8e-05
measured spectral decay length = 2.460 nm (waves 10 to 20)
local twist at AA = 3.511 deg
area within V0/2 of AB or BA: rigid 0.102, relaxed 0.783
neglected effects, rough sizes:
  second shell -0.06 V0: gamma = 1.389 eV/nm, width = 3.87 nm
  bending (rigidity 1.5 eV, spacing change 0.02 nm):
    0.0008 eV per cell, share 5.4e-06
  wall wandering at 300 K = 0.51 nm rms
  peak engineering shear per layer = 1.29 %
  wall width / lattice constant = 19.3
```
